# The tunnelling exponent from the direct to the Fowler-Nordheim regime

## A film without a voltage drop

Take an insulating film of thickness $d$ between two identical metal electrodes, with no voltage across it. An electron at the Fermi level, moving normal to the film, meets a rectangular barrier of height $\varphi$, measured from its own energy. In the film it has effective mass $m$, so its wave function obeys

$$\psi''=\kappa_0^2\psi,\qquad \kappa_0=\frac{\sqrt{2m\varphi}}{\hbar}. \tag{1}$$

In the electrodes the electron has the free mass $m_0$ and wave number $k$. At each face $\psi$ and $\psi'/(\text{mass})$ are continuous, which conserves the probability current. Let the film occupy $0<x<d$ and let the wave leaving it be $e^{ik(x-d)}$. Then $\psi(d)=1$ and $\psi'(d)/m=ik/m_0$. With $\gamma=(\kappa_0/m)/(k/m_0)$, the solution in the film that meets both conditions is

$$\psi(x)=\cosh\kappa_0(d-x)-\frac{i}{\gamma}\sinh\kappa_0(d-x). \tag{2}$$

On the emitter side the wave is $Ae^{ikx}+Re^{-ikx}$. Continuity gives $A+R=\psi(0)$ and $A-R=(m_0/m)\,\psi'(0)/(ik)$. Half the sum of these is

$$A=\cosh\kappa_0d+\frac i2\left(\gamma-\frac1\gamma\right)\sinh\kappa_0d. \tag{3}$$

The transmission is $T=1/|A|^2$. Since $\cosh^2=1+\sinh^2$ and $1+\frac14(\gamma-1/\gamma)^2=\frac14(\gamma+1/\gamma)^2$,

$$T=\frac{1}{1+\frac14(\gamma+1/\gamma)^2\sinh^2\kappa_0d}\;\to\;\frac{16}{(\gamma+1/\gamma)^2}\,e^{-2\kappa_0d}\quad(\kappa_0d\gg1). \tag{4}$$

The factor in front comes from the two faces. It is at most 4, reached at $\gamma=1$, and does not depend on $d$. The thickness enters through the exponent $2\kappa_0d$: the amplitude falls by $e^{-\kappa_0d}$, and the probability by the square of that.

## The tilted barrier

Now let a voltage $V>0$ drop across the film. This is the drop in the dielectric itself, which differs from the terminal voltage if the electrodes have different work functions or if part of the voltage falls elsewhere. For a uniform film without trapped charge the field has magnitude $F=V/d$. With $q>0$ the elementary charge, the potential energy of the electron falls towards the collector:

$$U(x)-E=\varphi-qFx,\qquad 0<x<d. \tag{5}$$

Here $E$ is the energy of an electron at the emitter Fermi level, still with normal incidence, and $\varphi$ is the barrier at the emitter face. The image force is neglected and $m$ is taken constant through the barrier. Equation (1) becomes

$$\psi''=\kappa^2(x)\,\psi,\qquad \kappa(x)=\frac{\sqrt{2m(\varphi-qFx)}}{\hbar} \tag{6}$$

wherever $\varphi-qFx>0$.

Write $\psi=e^{-S}$. Then $\psi''=(S'^2-S'')\psi$, and (6) requires

$$S'^2-S''=\kappa^2. \tag{7}$$

If $\kappa$ varies slowly, $S''$ is small and the leading solutions are $S'=\pm\kappa$. The neglected term is then $|S''|=|\kappa'|$, so the approximation requires

$$|\kappa'|\ll\kappa^2. \tag{8}$$

This is the WKB condition. As in the rectangular case, follow the solution back from the collector: the component that grows towards the emitter dominates, and the incident amplitude needed for unit outgoing amplitude is proportional to $\exp\int\kappa\,dx$. Hence

$$T=P\,e^{-G},\qquad G=2\int_0^{x_e}\kappa(x)\,dx. \tag{9}$$

The factor $P$ contains the matching at the faces and the slowly varying corrections to the amplitude. The upper limit $x_e$ is the end of the forbidden region. Beyond it the wave oscillates and adds nothing to the exponential decay.

## Trapezoid and triangle

The barrier in (5) reaches the electron's energy at the turning point

$$x_t=\frac{\varphi}{qF}=d\,\frac{\varphi}{qV}. \tag{10}$$

If $qV<\varphi$, then $x_t>d$: the electron is under the barrier all the way to the collector, the barrier is a trapezoid, and $x_e=d$. This is direct tunnelling. If $qV>\varphi$, then $x_t<d$: the forbidden region is a triangle, $x_e=x_t$, and the electron enters the conduction band of the dielectric before it reaches the collector. This is Fowler-Nordheim tunnelling.

To evaluate (9), substitute $u=\varphi-qFx$, so that $dx=-du/(qF)$. The minus sign is absorbed by exchanging the limits:

$$G=\frac{2\sqrt{2m}}{\hbar qF}\int_{u_e}^{\varphi}\sqrt u\,du
=\frac{4\sqrt{2m}}{3\hbar qF}\left[\varphi^{3/2}-u_e^{3/2}\right]. \tag{11}$$

For the trapezoid $u_e=\varphi-qFd=\varphi-qV$. For the triangle $u_e=0$. Therefore

$$G_D=\frac{4\sqrt{2m}}{3\hbar qF}\left[\varphi^{3/2}-(\varphi-qV)^{3/2}\right],\qquad qV\le\varphi, \tag{12}$$

$$G_{FN}=\frac{4\sqrt{2m}\,\varphi^{3/2}}{3\hbar qF}\equiv\frac BF,\qquad qV\ge\varphi. \tag{13}$$

Equation (13) is the exponent of the Fowler-Nordheim expression. At $qV=\varphi$ the second term in (12) vanishes and the two formulas give the same number. The whole difference between the regimes is the part of the triangle that lies beyond the collector face: direct tunnelling does not have to cross it.

## Two ways of approaching the join

First keep $d$ fixed and vary $V$. With $y=qV/\varphi$ we have $qF=y\varphi/d$, and the common factor in (12) and (13) becomes

$$\frac{4\sqrt{2m}\,\varphi^{3/2}}{3\hbar qF}=\frac{4\sqrt{2m\varphi}\,d}{3\hbar y}=2\kappa_0d\,\frac{2}{3y}. \tag{14}$$

Both regimes are then contained in $G=2\kappa_0d\,g(y)$ with

$$g(y)=\begin{cases}\dfrac{2}{3y}\left[1-(1-y)^{3/2}\right], & y\le1,\\[2mm] \dfrac{2}{3y}, & y\ge1.\end{cases} \tag{15}$$

At small $y$ the expansion $(1-y)^{3/2}=1-\frac32y+\frac38y^2+\frac1{16}y^3+\dots$ gives

$$g=1-\frac y4-\frac{y^2}{24}-\dots \tag{16}$$

so $G\to2\kappa_0d$ as $V\to0$, in agreement with (4). At the join $g(1)=2/3$: tilting the barrier until it becomes a full triangle removes one third of the zero-voltage exponent.

Now keep $F$ fixed and vary $d$, as for films of different thickness in the same field. While $d<x_t$, the upper limit in (9) is $d$ itself, so

$$\left(\frac{\partial G}{\partial d}\right)_F=2\kappa(d). \tag{17}$$

Each added layer costs less than the one before, because the barrier is lower there. The cost falls to zero at $d=x_t$, and for thicker films $G$ stays at $B/F$. In the Fowler-Nordheim regime the exponent thus depends on the field and not separately on the thickness. Since (17) reaches zero continuously, the two regimes meet without a kink.

## How smooth is the join?

Return to fixed $d$ and continue (13) formally below the join. Subtracting (12) gives

$$G_{FN}-G_D=a\,(\varphi-qV)^{3/2},\qquad a(V)=\frac{4\sqrt{2m}\,d}{3\hbar qV}. \tag{18}$$

Let $\delta=\varphi-qV$, so $d\delta/dV=-q$, and let primes on $a$ denote derivatives with respect to $V$. Then

$$\frac{d}{dV}(G_{FN}-G_D)=a'\delta^{3/2}-\frac32qa\,\delta^{1/2}, \tag{19}$$

$$\frac{d^2}{dV^2}(G_{FN}-G_D)=a''\delta^{3/2}-3qa'\delta^{1/2}+\frac34q^2a\,\delta^{-1/2}. \tag{20}$$

As $\delta\to0^+$, (18) and (19) vanish, so the values and slopes agree. At fixed $d$, (13) is proportional to $1/V$, and the common slope is

$$\left.\frac{dG}{dV}\right|_{qV=\varphi}=-\frac GV. \tag{21}$$

The last term of (20) diverges. The curvature of $G_{FN}$ is finite, so the curvature of $G_D$ tends to $-\infty$ as the join is approached from below. The exponent is continuous with a continuous first derivative, but not a continuous second derivative.

This singularity cannot belong to the true transmission. On the finite interval $0<x<d$ the coefficient in the Schrödinger equation is linear in $V$, so the solution started at the collector depends analytically on $V$; so do its starting values, because the collector wave number is a smooth function of $V$ here. The incident amplitude cannot vanish either, since current conservation makes the incident current equal to the reflected plus the transmitted current. Hence $\ln T$ is smooth through $qV=\varphi$.

The WKB condition shows where the approximation gives way. Let $s=x_t-x$ be the distance to the turning point and define

$$\ell=\left(\frac{\hbar^2}{2mqF}\right)^{1/3}. \tag{22}$$

From (6), $\kappa^2=2mqFs/\hbar^2=s/\ell^3$. Then $\kappa=s^{1/2}\ell^{-3/2}$ and $|\kappa'|=\frac12s^{-1/2}\ell^{-3/2}$, so

$$\frac{|\kappa'|}{\kappa^2}=\frac12\left(\frac{\ell}{s}\right)^{3/2}. \tag{23}$$

The condition fails within about $\ell$ of the turning point. Near the join that region touches the collector face. Because $s=(\varphi-qV)/(qF)$ at $x=d$, this happens when $V$ lies within about $F\ell$ of $\varphi/q$. The damage to the exponent is limited: the last length $\ell$ before the turning point contributes $2\int_0^\ell s^{1/2}\ell^{-3/2}ds=4/3$ to $G$, which is of order one. The exponent remains the leading term when $G\gg1$, while the details of the join belong to $P$.

## A 3 nm film

Choose round model parameters: $\varphi=3$ eV, $d=3$ nm, $m=0.5\,m_0$, and a normal kinetic energy of 5 eV at the emitter Fermi level. The collector is the same metal with the electron's potential energy lowered by $qV$, so the kinetic energy there is $5\ \text{eV}+qV$. These values give $\kappa_0=6.275\ \text{nm}^{-1}$, $2\kappa_0d=37.65$ and $B=25.10$ V/nm (251 MV/cm).

At 1 V the field is 0.3333 V/nm and $B/F=75.30$. By (12),

$$G_D=75.30\left[1-\left(\tfrac23\right)^{3/2}\right]=75.30\times0.4557=34.31. \tag{24}$$

At 3 V, $F=1$ V/nm and $G=25.10$, which is two thirds of 37.65. At 5 V the forbidden region has shrunk to 1.8 nm and $G=25.10/1.667=15.06$. The field is then 16.7 MV/cm, and already 10 MV/cm at 3 V. Such fields reach or exceed the breakdown field of most insulating films, so the results at the higher voltages test the formulas and do not describe lasting operation of a real film.

The table compares $e^{-G}$ with the transmission $T$ found by numerical integration of the Schrödinger equation for the same model, without WKB.

| $V$ (V) | $G$ | $e^{-G}$ | $T$ | $P=T/e^{-G}$ |
|---|---|---|---|---|
| 1 | 34.31 | $1.26\times10^{-15}$ | $4.92\times10^{-15}$ | 3.91 |
| 2 | 30.40 | $6.26\times10^{-14}$ | $2.11\times10^{-13}$ | 3.37 |
| 3 | 25.10 | $1.26\times10^{-11}$ | $1.96\times10^{-11}$ | 1.56 |
| 4 | 18.82 | $6.68\times10^{-9}$ | $1.34\times10^{-8}$ | 2.00 |
| 5 | 15.06 | $2.88\times10^{-7}$ | $3.70\times10^{-7}$ | 1.28 |

Between 1 and 5 V, $T$ grows by a factor of about $7.5\times10^7$, while the values of $P$ at these two voltages differ by a factor of about 3. Between the tabulated voltages $P$ does not vary monotonically: above the join, reflection at the collector face makes it rise and fall with $V$. Over the same range $e^{-G}$ grows by a factor of about $2.3\times10^8$. The exponent thus gives the scale of the growth but overstates it by a factor of about 3, and $e^{-G}$ alone is not an accurate value of $T$. The value of $P$ at 1 V is close to the zero-voltage limit: there $\gamma=\sqrt{3/(0.5\times5)}=1.095$, and (4) gives $16/(1.095+0.913)^2=3.97$.

Using the Fowler-Nordheim exponent at 1 V would put 75.30 in place of 34.31 and make the transmission too small by a factor $6.3\times10^{17}$. The formula charges the electron for a triangle 9 nm long, although the film ends after 3 nm. For $y<2/3$, that is below 2 V here, it even exceeds the zero-voltage exponent, since $2/(3y)>1$.

## The exponent seen through the thickness

A comparison at one thickness mixes $G$ with $P$. At fixed $V$, however, (15) makes $G$ proportional to $d$, so the growth of $-\ln T$ with thickness comes mainly from the exponent. Any change in $\ln P$ between two thicknesses also enters the mean rate, divided by the difference in thickness. Between 10 and 20 nm the mean growth rates are as follows.

| $V$ (V) | $-\Delta\ln T/\Delta d$ (nm$^{-1}$) | $G/d$ (nm$^{-1}$) |
|---|---|---|
| 1 | 11.4365 | 11.4365 |
| 2 | 10.1343 | 10.1341 |
| 3 | 8.3883 | 8.3661 |
| 4 | 6.2367 | 6.2746 |

At 1 and 2 V the agreement is very close. The turning point then lies well beyond the collector face, and the matching factors depend almost entirely on the wave numbers at the faces, which are fixed by $V$.

At 3 V there is a small excess of 0.0222 nm$^{-1}$. It follows from the turning point at the collector face. In the scaled distance $z=(d-x)/\ell$, (6) reads $d^2\psi/dz^2=z\psi$. The starting slope $d\psi/dz$ is proportional to $\ell$ and, for these parameters, large compared with the starting value $\psi=1$. The growing component therefore has an amplitude roughly proportional to $\ell$. The next WKB order supplies a factor $\kappa^{-1/2}$, which is $z^{-1/4}$ in the scaled variable: putting $S'=\kappa+S_1'$ in (7) and dropping the smaller terms $S_1'^2$ and $S_1''$ gives $2\kappa S_1'=\kappa'$, hence $e^{-S_1}\propto\kappa^{-1/2}$. This solution falls with increasing $x$, so it is the component that grows towards the emitter. At the emitter $z=d/\ell$. With $\ell\propto d^{1/3}$ at fixed $V$,

$$\frac1T\propto\ell^2\left(\frac d\ell\right)^{-1/2}e^G\propto d^{1/3}e^G. \tag{25}$$

Doubling $d$ from 10 to 20 nm thus adds $\frac13\ln2=0.231$ to $-\ln T$, or 0.0231 nm$^{-1}$, close to the excess found.

At 4 V the rate is 0.6% below $G/d$. Here the electron leaves the barrier inside the film, and part of the wave is reflected at the collector face. It returns to the barrier, which reflects it almost completely, and interferes with itself. If $r$ is the reflection amplitude at the face, the sum over round trips multiplies the transmission by

$$\frac{1-r^2}{|1-re^{i\theta}|^2},\qquad r=\frac{v_f-v_c}{v_f+v_c}, \tag{26}$$

where $v_f$ and $v_c$ are the velocities on the film and collector sides and $\theta$ is the round-trip phase. This factor lies between $v_f/v_c$ and $v_c/v_f$, so between two thicknesses it can change by at most $(v_c/v_f)^2$. Velocity scales as the square root of kinetic energy over mass, which gives $(v_c/v_f)^2=9/(1/0.5)=4.5$. Over 10 nm the rate can shift by at most $\ln4.5/10=0.15$ nm$^{-1}$ in this estimate. The computed shift of 0.038 nm$^{-1}$ lies within that range. This interference presumes that the electron crosses the 2.5 to 5 nm of dielectric beyond the turning point without scattering, as it does in the model; in a real film scattering over such distances damps it.

## The join at 3 V

Equation (21) predicts a slope of $-25.098/3=-8.366\ \text{V}^{-1}$. Finite differences of the integral (9) with a step of $10^{-5}$ V give $-8.366$ above the join and $-8.351$ below it. The small gap is the effect of (18) at a finite step: with $a=4.830\ \text{eV}^{-3/2}$, a backward difference over $h$ is shifted by $a\sqrt h=4.830\times0.00316=0.015$, which vanishes as $h\to0$. Here and below $h$ is the step in volts, and $qh$ is the same number in eV.

The curvature behaves differently. The centred second difference of $G$ with step $h$ contains the regular part $2G/V^2=2\times25.10/9=5.58\ \text{V}^{-2}$ and, from the one point below the join, a singular part:

$$\frac{G(V+h)-2G(V)+G(V-h)}{h^2}\approx\frac{2G}{V^2}-\frac{a}{\sqrt h}. \tag{27}$$

For $h=0.01$ V this is $5.58-48.30=-42.7\ \text{V}^{-2}$; the computed value is $-42.9$. For $h=0.04$ V the computed value is $-18.9$. It does not settle as $h$ is reduced. The second difference of $-\ln T$ does: it is $-1.69\ \text{V}^{-2}$ for both steps. At the join $\ell=0.424$ nm and $F\ell=0.424$ V, so the steps are well inside the range in which WKB fails at the collector face.

## The mean-barrier estimate

At low voltage the trapezoid can be replaced by a rectangle of the mean height $\bar\varphi=\varphi-qV/2$, with exponent $G_m=2d\sqrt{2m\bar\varphi}/\hbar$. To find its error, write the local height as $\bar\varphi+w$, where $w$ is uniformly distributed between $-qV/2$ and $qV/2$. Averaging the expansion

$$\sqrt{\bar\varphi+w}=\sqrt{\bar\varphi}\left(1+\frac{w}{2\bar\varphi}-\frac{w^2}{8\bar\varphi^2}+\dots\right) \tag{28}$$

with $\langle w\rangle=0$ and $\langle w^2\rangle=(qV)^2/12$ gives, to leading order,

$$\frac{G_m-G_D}{G_D}\approx\frac{(qV)^2}{96\,\bar\varphi^2}. \tag{29}$$

The rectangle overestimates the exponent because the square root is concave. At 0.5 V the relative excess is $3.45\times10^{-4}$, against $3.44\times10^{-4}$ from (29). At 3 V the estimate gives 26.62 instead of 25.10. That is 6% in the exponent, but it lowers the transmission by a factor $e^{1.52}\approx4.6$.

## What the exponent leaves out

The result concerns one electron energy and normal incidence. An electron at energy $\varepsilon$ below the Fermi level sees the barrier $\varphi+\varepsilon$ and reaches its own join at $qV=\varphi+\varepsilon$. The current density requires a sum over energies and directions; its prefactor has not been derived here, and the matching of (12) and (13) does not establish that prefactors used in the two regimes also match. An image force, trapped charge or an energy-dependent effective mass would change $\kappa(x)$, and the closed forms (12) and (13) would no longer apply. The leading exponent is then twice the integral of the new $\kappa(x)$ over the actual forbidden region, provided that $\kappa$ and the mass vary slowly over most of it. An image force also lowers the barrier below the electron's energy close to the faces, so the forbidden region starts and ends inside the film even at low voltage: the lower limit in (9) is no longer zero and the upper limit is less than $d$. For a film like the 3 nm example, with a relative permittivity of 2 to 4, the classical image force lowers $G$ by a few units, which changes $T$ more than the factor $P$ does. The computed values behind the example are listed in the numerical output.

## Values computed for the example and the checks

```
Barrier height phi: 3.0 eV; thickness d: 3.0 nm
Mass ratio: 0.5; emitter kinetic energy: 5.0 eV
kappa0 at the emitter face: 6.2746 1/nm
2 kappa0 d (zero-voltage exponent): 37.647
Fowler-Nordheim constant B: 25.098 V/nm = 251.0 MV/cm
Exponents: V (V), F (V/nm), barrier end (nm), G, G_FN, G_mean
  1.0  0.3333  3.000  34.310  75.295  34.367
  2.0  0.6667  3.000  30.402  37.647  30.739
  3.0  1.0000  3.000  25.098  25.098  26.621
  4.0  1.3333  2.250  18.824  18.824  not used
  5.0  1.6667  1.800  15.059  15.059  not used
Transmission: V (V), exp(-G), T from Schroedinger eq., T/exp(-G)
  1.0  1.258e-15  4.915e-15  3.908
  2.0  6.259e-14  2.110e-13  3.371
  3.0  1.259e-11  1.958e-11  1.556
  4.0  6.683e-09  1.339e-08  2.003
  5.0  2.884e-07  3.700e-07  1.283
exp(G_FN - G) at 1 V, misuse of Fowler-Nordheim: 6.31e+17
Mean-barrier relative excess at 0.5 V: 3.450e-04
  leading-order law for this excess: 3.444e-04
Growth from 10 to 20 nm: V (V), -d(ln T)/dd (1/nm), G/d (1/nm)
  1.0  11.4365  11.4365
  2.0  10.1343  10.1341
  3.0  8.3883  8.3661
  4.0  6.2367  6.2746
Join: V = 3.0 V, F = 1.000 V/nm, G = 25.0983
Slope dG/dV just below the join: -8.351 1/V
Slope dG/dV just above the join: -8.366 1/V
Length ell at the join: 0.424 nm; F*ell: 0.424 V
Coefficient a at the join: 4.830 eV^-1.5
Second differences at the join: h (V), of G (1/V^2), of -ln T (1/V^2)
  0.04  -18.90  -1.693
  0.02  -28.81  -1.692
  0.01  -42.89  -1.692
```
